# Gas Re-emission Versus Surface Diffusion in Film Growth Under an Overhang

**Q.** I deposit aluminium over a cavity 1 µm high. A thin overhang covers it, with a slot 1 µm wide, and the cavity runs 10 µm sideways from each lip of the slot. I find film 5 µm in. The adsorbate diffusion length should be near 20 nm. Can I conclude that the material came through the gas?

**A.** That depends first on which surface carries the film. The floor sees the slot at a grazing angle, so it collects material with no re-emission and no diffusion. The underside of the overhang lies in the plane of the slot and has no line of sight to the source. Film there must have crept along the surface or come through the gas after leaving another surface, provided that collisions between gas molecules are rare.

**Q.** It is on the underside. How do you put both routes into one description?

**A.** With a balance for the adsorbate, in steady state and at low coverage. Let $n$ be its areal density, $D$ its surface diffusivity, $k_r$ its rate of incorporation and $k_d$ its rate of desorption. Let $\Gamma$ be the total flux arriving at a point. Gain equals loss:

$$D n''+\Gamma-(k_r+k_d)n=0 .$$

Define the residence time $\tau=1/(k_r+k_d)$, the incorporation probability $s=k_r\tau$ and the diffusion length per stay $\lambda=\sqrt{D\tau}$. Let $\Gamma_0$ be the flux on the open flat top, and set $u=n/(\tau\Gamma_0)$. Since $n=\tau\Gamma_0u$, dividing the balance by $\Gamma_0$ gives

$$u-\lambda^2u''=\Gamma/\Gamma_0 .$$

The arriving flux has two parts: the direct flux $g\Gamma_0$, and molecules emitted by other cavity surfaces. A surface emits $k_dn=(1-s)n/\tau=(1-s)\Gamma_0u$ per area. Writing $\mathcal K$ for transfer through the gas,

$$u-\lambda^2u''=g+(1-s)\mathcal Ku .$$

The growth flux is $k_rn=s\Gamma_0u$. On the flat top, far from the slot, $u=1$. For uniform $s$, $u$ is therefore the local film thickness divided by the flat-top thickness.

**Q.** Then switch off the gas route. How much can diffusion deliver?

**A.** Discard every desorbed molecule. What remains is film from molecules that never left the surface after first landing. On the underside $g=0$, so $u=\lambda^2u''$. With $x$ the depth from the lip and $L$ the cavity depth,

$$u=\frac{u(0)\sinh[(L-x)/\lambda]+u(L)\sinh(x/\lambda)}{\sinh(L/\lambda)} .$$

Neither end value exceeds 1. At a maximum of $u$ along the surface $u''\le0$, so $u\le g\le1$ there. The first ratio of hyperbolic sines is

$$\frac{\sinh[(L-x)/\lambda]}{\sinh(L/\lambda)}=e^{-x/\lambda}\,\frac{1-e^{-2(L-x)/\lambda}}{1-e^{-2L/\lambda}}\le e^{-x/\lambda},$$

because the last fraction is at most 1. The second ratio follows on replacing $x$ by $L-x$. Hence

$$u\le e^{-x/\lambda}+e^{-(L-x)/\lambda}.$$

The second term is needed because the end wall receives direct flux, and adsorbate can creep from it onto the underside. The numerical solutions hold the lip at its upper limit, $u(0)=1$, so they overstate the supply by diffusion. For $\lambda=20$ nm and $x=5$ µm the exponent is $-250$, and even this overestimate of the surface-only film is of order $10^{-109}$ of the flat-top film. In practice that is no film at all.

**Q.** But desorption shortens the stay. Suppose the molecules never desorb. Wouldn't they creep farther?

**A.** Yes, and that rival hypothesis needs its own length. With $k_d=0$ and the same $D$ and $k_r$, the decay length is $\sqrt{D/k_r}$. Since $k_r=s/\tau$,

$$\sqrt{D/k_r}=\sqrt{D\tau/s}=\lambda/\sqrt s .$$

I assume $s=0.01$, which turns 20 nm into 200 nm. With the lip again held at $u=1$, the film at 5 µm is then $1.4\times10^{-11}$ of the flat-top film, still far too little. This ratio assumes that coverage stays low. At the same arriving flux, forbidding desorption raises the adsorbate density on the flat top by a factor $1/s=100$, so the flux must be low enough to allow for that.

The two lengths answer different questions. If 20 nm is the length per stay under your growth conditions, the first bound limits the film that never travelled through the gas, as a fraction of the flat-top film, whatever $s$ is. If you know only $D$ and $k_r$, and want to reject the idea that desorption is absent, then $\lambda/\sqrt s$ must be short.

**Q.** How secure is 20 nm? What would make it micrometres?

**A.** Take hops of length $a$ on a square lattice, at total rate $\nu=\nu_0e^{-E_h/kT}$. Half the hops lie along $x$, so the mean square displacement along $x$ grows at the rate $\nu a^2/2$. This equals $2D$, hence $D=\nu a^2/4$. If loss has the same prefactor, $\tau=\nu_0^{-1}e^{E_l/kT}$. With $\Delta=E_l-E_h$,

$$\lambda^2=D\tau=\frac{a^2}{4}e^{\Delta/kT},\qquad \lambda=\frac a2e^{\Delta/2kT}.$$

At 530 K, $kT=0.0457$ eV. With $a=0.286$ nm, a length of 20 nm needs $\Delta=0.45$ eV, while 5 µm needs 0.96 eV. The premise therefore fails if the loss barrier exceeds the hop barrier by about 1 eV, within this equal-prefactor model. It does matter: with a length of 3 µm, the gas route still off and the lip held at $u=1$, the underside film at 5 µm is 0.19 of the flat-top film. In reality the flat top near the lip is depleted as well. Equal slopes on the two sides of the lip require $[1-u(0)]/\lambda\simeq u(0)/\lambda$, so $u(0)\simeq1/2$ and the film is about half as thick, which is still substantial.

**Q.** Why does the gas do so much better? A molecule crossing the cavity moves only about a micrometre.

**A.** A micrometre is already large beside 20 nm, and some flights are much longer. For cosine-law emission between parallel plates a distance $H$ apart, the landing probability per area is $\cos^2\theta/(\pi r^2)=H^2/(\pi r^4)$, with $r^2=x^2+y^2+H^2$. The cavity is long in $y$, so integrate over $y$, using $\int_{-\infty}^{\infty}dy/(b^2+y^2)^2=\pi/(2b^3)$:

$$K(x)=\frac{H^2}{2(x^2+H^2)^{3/2}} .$$

Counting flights up to a sideways distance $c$, the contribution to the mean square displacement is

$$M=2\int_0^c x^2K\,dx=H^2\int_0^c\frac{x^2\,dx}{(x^2+H^2)^{3/2}} .$$

The substitution $x=H\sinh t$ turns the last integral into $\int\tanh^2t\,dt=t-\tanh t$. Therefore

$$M=H^2\left[\operatorname{arsinh}\frac cH-\frac{c}{\sqrt{c^2+H^2}}\right].$$

This grows logarithmically with $c$. With $c=L=10$ µm, $M=2.0$ µm². During one stay on the surface, the mean square displacement is $2D$ times the mean residence time, or $2\lambda^2=8.0\times10^{-4}$ µm². One flight thus counts for about 2500 stays. Both steps occur once per desorption cycle, so a small $s$ does not favour the surface.

**Q.** That compares steps. Can you show that enough gas-borne material reaches the underside?

**A.** Neglect $\lambda$ and iterate the balance:

$$u=g+(1-s)\mathcal Kg+(1-s)^2\mathcal K^2g+\cdots .$$

Every term is non-negative, so the one-bounce term alone is a lower bound on the underside, where $g=0$.

Measure $X$ from the slot centre. The slot, of width $W$, acts as a cosine emitter, so the floor receives

$$g(X)=\int_{-W/2}^{W/2}K(X-X')\,dX'\simeq\frac{WH^2}{2X^3}$$

when $X\gg W,H$. The floor sends part of this up to the underside. At large $X$, two regions of floor dominate. The region beneath the slot gives $K(X)\int g\,dX'=K(X)W$, since $\int K\,dx=1$. The floor near $X$ gives $g(X)\int K\,dx=g(X)$. Each equals $WH^2/(2X^3)$ to leading order, so in a long cavity

$$u_{\text{one bounce}}\simeq(1-s)\frac{WH^2}{X^3}.$$

A power law outlasts an exponential. At $X=100$ µm, direct integration gives 1.002 times this formula, with the common factor $1-s$ removed.

In your cavity, at 5 µm depth, integration over the finite floor gives $\mathcal Kg=0.0066$. With $s=0.01$ the lower bound is $0.99\times0.0066=0.0065$. That is already more than $10^8$ times what diffusion delivers with desorption forbidden.

**Q.** And with all the bounces?

**A.** Solving the whole cavity with $\lambda=0$ gives these film ratios on the underside:

| $s$ | 2 µm | 5 µm | 8 µm |
|---|---|---|---|
| 0.01 | 0.64 | 0.54 | 0.49 |
| 0.10 | 0.20 | 0.082 | 0.047 |
| 0.50 | 0.038 | 0.0059 | 0.0019 |
| 1.00 | 0 | 0 | 0 |

As a test, molecules were followed one by one in three dimensions for $s=0.1$. Their mean film ratio between 4 and 6 µm was 0.0842, against 0.0838 from the solver.

The last row is the limit in which nothing is re-emitted. The hidden surface then stays bare, apart from a strip near each end that diffusion would supply.

For small $s$ the trend can be estimated. Away from the slot, let $u$ be smooth and nearly equal on floor and underside. Expanding it over one flight gives $\mathcal Ku\simeq u+(M/2)u''$; the linear term vanishes because $K$ is even. With $g$ neglected, the balance becomes $su\simeq(1-s)(M/2)u''\simeq(M/2)u''$, so

$$\Lambda=\sqrt{M/2s}.$$

If the small end wall is treated as reflecting, $u\propto\cosh[(L-x)/\Lambda]$. For $s=0.01$, $\Lambda=10$ µm, and the predicted ratio of film at 8 µm to film at 2 µm is 0.76; the solution gives 0.77. For $s=0.1$, $\Lambda=3.2$ µm, and the ratios are 0.19 and 0.23. This is a rough estimate, for two reasons. The neglected $g$ is not small near the slot: at 2 µm and $s=0.01$, its average over floor and underside is about twice $su$. Also, $M$ depends on the chosen cut: with $c=5$ µm instead of 10 µm, the two predicted ratios become 0.68 and 0.12. The close agreement for $s=0.01$ is therefore no measure of the estimate's accuracy.

**Q.** What happens when both routes operate together?

**A.** For $s=0.01$ and $\lambda=20$ nm, with the lip held at $u=1$ to favour diffusion, the film ratio at 5 µm rises from 0.539 to 0.544, a relative change of 1%. Removing diffusion hardly matters, whereas removing re-emission removes the film.

A simple estimate shows why the change must be small. With $u=1$ at the lip and a decay length $\lambda$, the adsorbate creeping in around each lip is at most about $D\tau\Gamma_0/\lambda=\lambda\Gamma_0$ per unit length. The slot admits $W\Gamma_0$, so the two lips add at most about $2\lambda/W=4\%$ to the supply.

**Q.** How close is this to a real aluminium run?

**A.** The example has triisobutylaluminium in mind, at 530 K and 10 mTorr. The temperature is a rough typical value; $s$, $\lambda$, the molecular diameter of 0.8 nm and the hop barrier of 0.40 eV are assumptions. The model's flat-top rate is 108 nm/min, so 100 nm takes $100/108$ min, or 56 s. The underside then carries about 65, 54 and 50 nm at depths of 2, 5 and 8 µm. These are model results, not measurements. A real slot narrows during growth. Holding it at 0.8 µm throughout, with $\lambda=0$ and the cavity height fixed, lowers the ratio at 5 µm from 0.54 to 0.51, about 6%. A real lip also has thickness: at 100 nm, about 10% of the entering flux strikes its sides first. The estimated coverage by intact mobile molecules is 0.09, but raising the hop and loss barriers together by only 0.05 eV, which leaves $\lambda$ unchanged, would triple it. The estimate also leaves out the alkyl groups that stay behind when the precursor reacts. At 108 nm/min about 8 aluminium atoms are incorporated per surface site per second. Each brings three such groups, so about 25 groups per site must leave every second. With a prefactor of $10^{13}$ per second, their removal at 530 K is slower than that if its barrier exceeds about 1.2 eV. Reported barriers for this step on clean aluminium are about 1.2 to 1.4 eV, so slow removal is the likely case. In that case they would crowd the surface, the growth rate would fall below the model's value, and the low-coverage balance would no longer give the film ratios. The model also follows one mobile species only. If an aluminium-bearing fragment kept the assumed hop barrier of 0.40 eV but had a loss barrier of 1.2 to 1.4 eV, the formula for $\lambda$ would give 0.9 to 8 µm, so the short length must be established for every species that carries aluminium. Treat the rate and thicknesses above as an illustration of the model, not as a prediction for this precursor. The shrinking cavity height is not included; it would lower the film ratio at 5 µm by roughly as much as the narrowing slot does.

**Q.** Could collisions in the gas imitate re-emission?

**A.** They could when $s$ is near 1, because the re-emitted film then vanishes. Here the mean free path is about 1900 µm. The mean path of a first crossing is $\int_0^{\pi/2}(H/\cos\theta)\,2\cos\theta\sin\theta\,d\theta=2H$, so the collision chance is about $2/1900\simeq10^{-3}$. Take $s=1$, so that every arrival sticks, on the flat top too. Even if every scattered molecule then landed on the two undersides, of total width $2L$, the mean film ratio would be $10^{-3}\times W/(2L)\simeq5\times10^{-5}$. The mean free path varies as $1/p$ at fixed temperature. At 1 Torr it would be about 19 µm, and this exclusion would be much weaker.

**Q.** Where should I look, and what else could I vary?

**A.** Look at the underside, away from both ends. To keep surface-only film below a fraction $\eta$ of the flat-top film, it is enough to stay at least $\ell\ln(2/\eta)$ from each end, where $\ell$ is the relevant surface length. Each exponential is then at most $\eta/2$. For $\ell=200$ nm and $\eta=10^{-3}$ this distance is 1.5 µm.

You can also scale the cavity. With $\lambda$ negligible and molecular flow, the balance contains no length except $H$, $W$ and $L$. Doubling all three, at the same $s$ and with film thin compared with the cavity, leaves $u$ unchanged at the same $x/H$. A surface-diffusion profile near the lip would keep its decay length in nanometres.

One ambiguity remains. A molecule that scatters diffusely without being trapped produces the same gas transport as one that adsorbs and later desorbs. If the relevant surface length is short and gas collisions are rare, deep underside film shows that molecules returned to the gas, but not how long they first stayed on the surface. The numerical output lists the main values used here.

## Values computed for the example and the checks

```
Height H, slot W, depth L: 1.0, 1.0, 10.0 um
Temperature: 530 K; kT: 0.04567 eV
Precursor pressure: 10.0 mTorr
Precursor molar mass: 198.3 g/mol
Incorporation probability s: 0.010
Diffusion length per stay: 20.0 nm
Length with desorption forbidden: 200.0 nm
Hop distance: 0.286 nm
Barrier gap for this length per stay: 0.451 eV
Barrier gap for 5 um per stay: 0.956 eV
Diffusion length from lattice balance: 20.000 nm
Mean square flight, cut at L: 2.0032 um^2
Mean square surface step per stay: 8.00e-04 um^2
Flight/surface mean square ratio: 2504
One-bounce tail / formula at X=100 um: 1.0021
One-bounce K g at 5 um depth: 0.00659
Direct floor flux at 5 um depth: 0.00291
Underside film / flat-top film, gas only, at 2, 5, 8 um:
  s=0.01: 0.63910, 0.53873, 0.49488
  s=0.10: 0.20431, 0.08239, 0.04655
  s=0.50: 0.03757, 0.00588, 0.00189
  s=1.00: 0.00000, 0.00000, 0.00000
Tracing, s=0.1, mean over 4-6 um: 0.0842
Solver, same mean: 0.0838
s=0.01: gas decay length estimate 10.01 um
  film ratio 8 um/2 um: estimate 0.763, solved 0.774
s=0.10: gas decay length estimate 3.16 um
  film ratio 8 um/2 um: estimate 0.191, solved 0.228
Surface-only film / flat-top film at 5 um:
  length 20 nm: 3.0e-109
  length 200 nm: 1.4e-11
  length 3000 nm: 0.190
Both mechanisms, film ratio at 5 um: 0.5442
Change at 5 um from adding diffusion: 1.01 %
Flat-top growth rate: 107.9 nm/min
Flat-top film: 100 nm; time: 55.6 s
Underside film at 2, 5, 8 um: 64.6, 54.4, 50.0 nm
Assumed molecular diameter: 0.8 nm
Gas mean free path: 1930 um
Collision chance on first crossing: 1.04e-03
Mean film ratio if all scattered go up: 5.2e-05
Lip 100 nm thick: direct transmission 0.905
Film ratio at 5 um, slot narrowed to 0.8 um: 0.5055
Hop barrier: 0.40 eV; attempts: 1e+13 /s
Residence time: 12.4 us; coverage: 0.086
```
